# Density-fitted Coulomb matrix: one-signed quadratic energy error and operation count, part 2

Building the Coulomb matrix of a mean-field calculation is costly, so the density is replaced by a shorter expansion. Hartree atomic units are used. The $N$ basis functions $\chi_m$ are real Gaussian combinations, the density matrix $D$ is real and symmetric, and $\rho=\sum_{mn}D_{mn}\chi_m\chi_n$. The repulsion integral

$$(f|g)=\iint\frac{f(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'\tag{2}$$

is linear in each argument, symmetric, and positive for $f=g\ne0$. In a bracket, $mn$ means $\chi_m\chi_n$ and $P$ means $\phi_P$, one of $N_{\rm aux}$ real, linearly independent auxiliary functions. The unfitted matrix and energy are

$$J_{mn}=(mn|\rho),\qquad E_J=\tfrac12(\rho|\rho)=\tfrac12\sum_{mn}D_{mn}J_{mn}.\tag{3}$$

The fit is $\tilde\rho=\sum_Pc_P\phi_P$, with residual $\delta=\rho-\tilde\rho$. Let $V_{PQ}=(P|Q)$, which is positive definite, and $g_P=(P|\rho)$. Fitting in the Coulomb metric minimizes $(\delta|\delta)$; it gives $Vc=g$ and $(P|\delta)=0$ for every $P$. The fitted energy is $\tilde E_J=\tfrac12(\tilde\rho|\tilde\rho)=\tfrac12g^TV^{-1}g$, and the fitted matrix is

$$\tilde J_{mn}=\sum_P(mn|P)\,c_P=\sum_{PQ}(mn|P)(V^{-1})_{PQ}\sum_{rs}(Q|rs)D_{rs}.\tag{5}$$

Two parts of the theorem are cited below. Part (c), already proved, states that at the same density matrix

$$E_J-\tilde E_J=\tfrac12(\delta|\delta)\ge0,\tag{6}$$

with equality when, and only when, $\rho$ lies in the span of the auxiliary functions. Part (d), still to be proved, states:

**(d)** With dense arrays, stored integrals and a Cholesky factor of $V$ at hand, one construction of $\tilde J$ takes $N(N+1)N_{\rm aux}+N_{\rm aux}^2+N_{\rm aux}$ multiplications and divisions.

The example is water, with O–H distances of 1.81 bohr and an H–O–H angle of 104.5 degrees. Its density comes from restricted Hartree–Fock theory in the def2-SVP basis, $N=24$, and the auxiliary set is Weigend's universal Coulomb-fitting set, $N_{\rm aux}=71$. At this density, $E_J-\tilde E_J=1.0886\times10^{-4}$ hartree.

### Proposition 1: coefficients from another source

*Let $b=c+e$ be any coefficient vector, with fitted density $\rho_b=\sum_Pb_P\phi_P$. The plain energy $\tfrac12(\rho_b|\rho_b)$ differs from $\tilde E_J$ at first order in $e$ unless $g^Te=0$. The robust energy*

$$E_{\rm rob}(b)=(\rho|\rho_b)-\tfrac12(\rho_b|\rho_b)\tag{12}$$

*never exceeds $E_J$, and its maximum over $b$ is $\tilde E_J$.*

*Proof.* For the plain energy, expand and use $Vc=g$:

$$\tfrac12b^TVb=\tfrac12c^TVc+e^TVc+\tfrac12e^TVe=\tilde E_J+g^Te+\tfrac12e^TVe .\tag{13}$$

For the robust energy, $(\rho|\rho_b)=b^Tg$, so

$$E_{\rm rob}(b)=c^Tg+e^Tg-\tfrac12c^TVc-e^Tg-\tfrac12e^TVe=\tilde E_J-\tfrac12e^TVe .\tag{14}$$

Here $c^Tg=c^TVc=2\tilde E_J$ was used. Since $V$ is positive definite, the maximum is at $e=0$, and $\tilde E_J\le E_J$ completes the proof. $\square$

Expanding the square also gives $E_{\rm rob}(b)=E_J-\tfrac12(\rho-\rho_b|\rho-\rho_b)$. The robust energy therefore has a quadratic, one-signed error for any coefficients. The plain energy exceeds the robust one by $b^TVb-b^Tg=-(\rho_b|\rho-\rho_b)$. This difference vanishes for the Coulomb-metric fit, where $(P|\delta)=0$ for every $P$. It is a single condition on $b$, however, and other coefficient vectors satisfy it too, so agreement of the two energies does not show that the fit is optimal.

*Water.* Choose $b$ to minimize $\int(\rho-\rho_b)^2d^3r$, which is a fit in the overlap metric. The plain energy then differs from $E_J$ by

$$E_J-\tfrac12(\rho_b|\rho_b)=-5.785\times10^{-2}\ \text{hartree},$$

so it is too high, and its error is about 530 times as large as that of the Coulomb-metric fit. These figures belong to the def2-SVP basis; in def2-TZVP the plain energy is $3.0\times10^{-2}$ hartree too high and the ratio is about 190. The robust energy with the same coefficients is too low by $2.145\times10^{-4}$ hartree, about twice the smallest possible error.

Now go only a fraction $t$ of the way from $c$ to these coefficients, so that $e$ in (13) and (14) is multiplied by $t$. The energies change as follows:

| $t$ | Plain (hartree) | Robust (hartree) |
|---:|---:|---:|
| 1 | $5.796\times10^{-2}$ | $-1.056\times10^{-4}$ |
| 0.1 | $5.786\times10^{-3}$ | $-1.056\times10^{-6}$ |
| 0.01 | $5.785\times10^{-4}$ | $-1.056\times10^{-8}$ |

The first row gives $\tfrac12e^TVe=1.056\times10^{-4}$ hartree and $g^Te=5.796\times10^{-2}-0.011\times10^{-2}=5.785\times10^{-2}$ hartree. Each step down divides the plain change by about ten and the robust change by one hundred. A step of equal length in the opposite direction reverses the linear term and makes the plain energy too low by a similar amount. The sign of the plain error is thus not fixed for general coefficients. It is not fixed for overlap-metric fits either: for H$_2$ at 1.4 bohr, with the same orbital and auxiliary sets, that fit makes the plain energy $1.9\times10^{-2}$ hartree too low.

*Remark (charge constraint).* The fit in the Coulomb metric need not reproduce the number of electrons $n$. One may impose $\sum_Pq_Pc_P=n$, with $q_P=\int\phi_P\,d^3r$, by making $(\delta|\delta)+2\lambda(\sum_Pq_Pc_P-n)$ stationary. The derivative with respect to $c_P$ gives $(P|\delta)=\lambda q_P$ in place of zero. The cross term $(\tilde\rho|\delta)$ then equals $\lambda n$, and the plain energy acquires an error of first order unless $\lambda=0$. The robust energy keeps its sign.

### Proposition 2: errors of the matrix elements

*Let $\delta_{mn}$ be the residual left when the product $\chi_m\chi_n$ is itself fitted in the Coulomb metric. Then*

$$J_{mn}-\tilde J_{mn}=(\delta_{mn}|\delta),\qquad |J_{mn}-\tilde J_{mn}|\le\sqrt{(\delta_{mn}|\delta_{mn})\,(\delta|\delta)} .\tag{15}$$

*Proof.* By definition $J_{mn}-\tilde J_{mn}=(mn|\rho)-(mn|\tilde\rho)=(mn|\delta)$. Write $\chi_m\chi_n$ as its fit plus $\delta_{mn}$. The fit is a combination of auxiliary functions, and each of them is orthogonal to $\delta$, so the equality follows. For the bound, $(f-\lambda h|f-\lambda h)\ge0$ holds for every real $\lambda$. If $h\ne0$, the choice $\lambda=(f|h)/(h|h)$ gives $(f|f)-(f|h)^2/(h|h)\ge0$. If $h=0$, the bound is trivial. Put $f=\delta_{mn}$ and $h=\delta$. $\square$

Each error is a product of two residuals, but it has no fixed sign. Replacing one basis function $\chi_m$ by $-\chi_m$, with the matching change in $D$, leaves $\rho$ and $\delta$ as they were and reverses the error of every off-diagonal element in row $m$. What has a sign is the weighted sum $\sum_{mn}D_{mn}(J_{mn}-\tilde J_{mn})=(\delta|\delta)$. For water placed in the $yz$ plane with its twofold axis along $z$, the element errors lie between $-2.4\times10^{-4}$ and $2.5\times10^{-4}$ hartree, and the largest value of the bound over all elements is $1.5\times10^{-3}$ hartree. Unlike the energy error, these extremes depend on how the molecule is oriented relative to the axes of the $p$ and $d$ functions; in other orientations the largest element error can be near $1.9\times10^{-4}$ hartree.

### Proposition 3: self-consistent energies

The fit changes the density as well as the energy, so the result at fixed $D$ needs an extension. Let $E[D]$ be the total energy of a variational mean-field method, and let the Coulomb term be the only part that is fitted. Write $\Delta[D]=\tfrac12(\delta|\delta)$ for the error at density matrix $D$, so that $E_{\rm fit}[D]=E[D]-\Delta[D]$.

*If $D_0$ minimizes $E$ and $D_1$ minimizes $E_{\rm fit}$ over the same set of density matrices, then*

$$\Delta[D_0]\le E[D_0]-E_{\rm fit}[D_1]\le\Delta[D_1].\tag{16}$$

*Proof.* Since $D_1$ minimizes the fitted energy, $E_{\rm fit}[D_1]\le E_{\rm fit}[D_0]=E[D_0]-\Delta[D_0]$, which is the left inequality. Since $D_0$ minimizes the unfitted energy, $E[D_0]\le E[D_1]=E_{\rm fit}[D_1]+\Delta[D_1]$, which is the right one. $\square$

The self-consistent fitted energy is therefore never above the unfitted one, provided that both calculations reach their minima. If one of them stops at another stationary point, the argument does not apply.

For water with unfitted exchange, the total energies are $-75.960982$ hartree without the fit and $-75.961091$ hartree with it. In units of $10^{-4}$ hartree, (16) reads

$$1.08860\le1.09084\le1.09308 .$$

The middle value lies close to the mean of the bounds, and a leading-order argument shows why. Let $x$ be independent parameters for small changes of the orbitals away from $D_0$. Then $E=E_0+\tfrac12x^THx$ and $\Delta=\Delta_0+a^Tx$, if the curvature of $\Delta$ is neglected beside the positive definite matrix $H$. The minimum of $E-\Delta$ is at $x=H^{-1}a$. Inserting this gives an energy difference of $\Delta_0+\tfrac12a^TH^{-1}a$ and an upper bound of $\Delta_0+a^TH^{-1}a$. The difference exceeds the lower bound by half the gap.

*Remark (exchange).* For doubly occupied real orbitals $\psi_i$, the Hartree–Fock exchange energy is $-\sum_{ij}(ij|ij)$, with $ij$ denoting the product $\psi_i\psi_j$. If each product is fitted in the Coulomb metric, part (c) of the theorem applies to it, and $(ij|ij)$ is lowered by the self-repulsion of its residual. The minus sign turns this into an exchange energy that is too high, or unchanged. When Coulomb and exchange terms are both fitted, their errors oppose each other, and the sign of the total is not determined by this argument.

### Proof of part (d): the operation count

Let $M=N(N+1)/2$ be the number of distinct products $\chi_m\chi_n$. Multiplications and divisions are counted. Additions accompany the multiplications in nearly equal number. The doubling of off-diagonal elements of $D$, which accounts for the pairs $mn$ and $nm$ together, is left out because it takes fewer than $M$ operations.

1. Each $g_P$ is a sum over $M$ products. All of them take $MN_{\rm aux}$ multiplications.

2. With $V=LL^T$ and $L$ lower triangular, $Vc=g$ is solved as $Ly=g$ followed by $L^Tc=y$. Row $i$ of the first system takes $i-1$ multiplications and one division, so the system takes $\sum_{i=1}^{N_{\rm aux}}i=N_{\rm aux}(N_{\rm aux}+1)/2$ operations. The second system takes as many. Together they take $N_{\rm aux}^2+N_{\rm aux}$.

3. Each of the $M$ elements $\tilde J_{mn}$ is a sum over $N_{\rm aux}$ terms, which again makes $MN_{\rm aux}$ multiplications.

The sum is

$$2MN_{\rm aux}+N_{\rm aux}^2+N_{\rm aux}=N(N+1)N_{\rm aux}+N_{\rm aux}^2+N_{\rm aux}.\ \square\tag{17}$$

The leading term is $N^2N_{\rm aux}$ with coefficient one: there are two contractions, and pair symmetry halves each of them. The unfitted matrix needs $M$ sums of $M$ terms, or $M^2\approx N^4/4$ multiplications.

*Remark (order of the sums).* The count depends on contracting $D$ first. If the sums over $P$ and $Q$ in (5) were done first, the result would be an array of approximate four-index integrals with about $M^2/2$ distinct elements. Even after $L^{-1}$ has been absorbed into the three-index integrals, each element is a sum of $N_{\rm aux}$ terms. The work would be of order $N^4N_{\rm aux}$, more than without any fit.

*Remark (factorization).* The factor $L$ depends on the geometry and the auxiliary set but not on $D$, so it is computed once. In column $j$ of $L$, each of the $N_{\rm aux}-j+1$ elements needs $j-1$ multiplications, and those below the diagonal need one division. With $p=j-1$ and $n=N_{\rm aux}$, the multiplications are

$$\sum_{p=0}^{n-1}p(n-p)=\frac{n^2(n-1)}2-\frac{n(n-1)(2n-1)}6=\frac{n^3-n}6 ,$$

and the divisions are $n(n-1)/2$. The $n$ square roots are not counted. If $N_{\rm aux}=\alpha N$, the factorization costs about $\alpha^2/6$ constructions of $\tilde J$ in a large molecule. It is not negligible merely because it is done once.

### The count for water

For one molecule, $M=24\times25/2=300$. The fitted construction takes

$$24\times25\times71+71^2+71=42600+5041+71=47712$$

operations, against $300^2=90000$ without the fit. The factorization takes 62125. A single fitted construction together with its factorization, 109837 operations, is thus more expensive than the unfitted one. With two constructions the fit is ahead, at 157549 against 180000.

For two molecules, $N=48$ and $N_{\rm aux}=142$. The counts are 354290 with the fit and 1382976 without it. From one molecule to two, the work grows as the power $\log_2(354290/47712)=2.89$ of the size with the fit and as the power 3.94 without it. Both lie below their limits of 3 and 4 because the counts also contain lower powers of $N$.

For twenty molecules, $N=480$ and $N_{\rm aux}=1420$. The formulas give $3.30\times10^8$ operations with the fit and $1.33\times10^{10}$ without it, a ratio of 40. The factorization takes $4.78\times10^8$, as much as 1.45 constructions.

The ratio follows from the leading terms. With $N_{\rm aux}=\alpha N$ it is $(N^4/4)/(\alpha N^3)=N/(4\alpha)$. Here $\alpha=71/24=2.96$, so twenty molecules give $480/11.8=41$, close to the full result. At fixed $\alpha$ the gain grows in proportion to the size of the molecule, and below a break-even size that depends on $\alpha$ there is none in this count. The leading terms put the break-even point near $N=4\alpha\approx12$; with the lower powers of $N$ kept, the full formulas at $\alpha=2.96$ break even between $N=13$ and $N=14$.

### Where the results stop holding

The count assumes dense arrays. In an extended molecule, the product of two Gaussian functions on distant centres is negligible, so each function has a bounded number of partners and the number of significant products grows as $N$. If negligible products are skipped, the two contractions take of order $N\,N_{\rm aux}$ operations, and the unfitted matrix takes of order $N^2$. Both are then quadratic, the ratio no longer grows with size, and the cubic factorization of $V$ becomes the leading cost of the fit. Nor does the count include the evaluation of integrals, whose cost depends on the kind of function. Their number is reduced too: one water molecule has $300\times71=21300$ distinct three-index integrals, against $300\times301/2=45150$ with four indices.

The sign assumes that $Vc=g$ is solved accurately. If the auxiliary functions are nearly linearly dependent, $V$ has very small eigenvalues, and rounding may leave an error $e$ in $c$. The expression $\tfrac12g^Tc$ then changes by $\tfrac12g^Te$, which is linear in $e$, so that nothing in the argument fixes its sign. The expression $g^Tc-\tfrac12c^TVc$ changes by $-\tfrac12e^TVe$, according to (14). Apart from rounding in its own evaluation, it keeps the quadratic error and its sign. This fixes the sign and not the size: when $e$ is not small, or when $g^Te$ is close to zero, $\tfrac12e^TVe$ can exceed $\tfrac12|g^Te|$.
